Why a facet's bordering step wanders as size to one third

Suppose the stiffness of a step is to be extracted from an image of a small crystal. The image shows a flat facet, and the step bordering it is visibly rough. For an isolated step, the mean square displacement between two points a distance y apart is kT y/β̃, with β̃ the stiffness, so measuring the roughness and dividing seems to finish the job. The decision is whether that formula may be used at the separation chosen. For the 250 nm facet treated below, using it at a separation equal to the facet half-width would give a stiffness about thirteen times too large.

The one-third law needs its length named. Let R be the half-width of the facet. In equilibrium the outermost step has an rms wandering about its mean shape proportional to R^(1/3), whereas an isolated step of length R wanders as R^(1/2). The law compares crystals of different size. Along one given step the displacement first grows as the square root of distance and then saturates.

**The isolated step**

Let the step run along y, with sideways position u(y). For small slopes its energy is

E = ∫ (β̃/2)(du/dy)² dy.

Cut the step into pieces of length b. A piece with sideways increment Δ has Boltzmann weight exp[−β̃Δ²/(2bkT)], a Gaussian of variance bkT/β̃. The increments are independent, so their variances add:

⟨[u(y) − u(0)]²⟩ = kT y/β̃.   (1)

This is the one-half law. A uniform sideways force does not change it. Pin both ends of a step of length L, add the energy ∫ f u dy, and write u = U + η, where U is the mean shape and η vanishes at the ends. The terms linear in η are

∫ [β̃ U′η′ + fη] dy = ∫ [−β̃U″ + f] η dy,

after integration by parts. They vanish if β̃U″ = f. What remains for η is the energy of a step without force. The force therefore bends the step, by −fL²/(8β̃) at its middle, and leaves the middle's variance at kT L/(4β̃).

A lattice step shows the same. Let it hop to either neighbouring site with weight J = 1 per unit length, so that kT/β̃ corresponds to 2J, and let F = f/kT. For L = 200 the formulas predict a variance of 100 sites² and, for F = 0.002, a shift of −20 sites. Direct calculation gives variances of 99.87 without force and 100.54 with it, and a shift of −20.04. Something besides the force must restrain the wandering.

**The force set by crystal size**

Take first a ridge-shaped crystal whose steps run parallel to y on both sides of a flat top. At fixed volume, one minimizes the free energy minus a multiplier times the volume. Moving a step outward adds volume in proportion to the area swept, so every step feels the same outward force f per length.

An extra layer of half-width X on the top costs, per step and per length,

β − fX,

where β is the step free energy. If this were negative just inside the facet, more steps would enter; if it were positive just outside, steps would leave. At the facet edge the step density vanishes, so no interaction cost has to be added there. The edge thus lies where the expression is zero:

f = β/R.   (2)

Larger crystals push their steps more weakly. Let u = R − X measure distance from this mean-field edge towards the facet. The cost of a step is then fu: positive on the facet, negative in the rounded region. The outermost step, the one with the largest u, is pushed away from the facet and held up by the steps beyond it, which it cannot cross.

**A balance that gives one third**

Confine a step to a strip of width w. By (1) it meets the edges of the strip after a distance y of order β̃w²/kT. Each meeting removes a choice of path and costs free energy of order kT, so the cost per length is of order

kT/y ~ (kT)²/(β̃w²).

The force favours a narrow strip, with energy of order fw. The two are comparable when

w³ ~ (kT)²/(β̃f) = (kT)²R/(β̃β).

Hence w ∝ R^(1/3). The distance between meetings grows as w², that is, as R^(2/3). The step is still a random walk, but one that keeps its freedom only over a stretch R^(2/3), and the square root of R^(2/3) is R^(1/3).

**The scale w from the transfer matrix**

Let Z(u,y) be the sum of the weights of all paths ending at u. Adding a piece of length b convolves Z with the Gaussian above and multiplies it by 1 − bfu/kT. A Gaussian of variance bkT/β̃ adds (bkT/2β̃) ∂²Z/∂u² to first order in b. Therefore

kT ∂Z/∂y = −hZ,  h = −[(kT)²/(2β̃)] ∂²/∂u² + fu.   (3)

Measure u in units of w and choose w so that both terms of h have the same coefficient, (kT)²/(2β̃w²) = fw. With (2),

w = [(kT)²R/(2β̃β)]^(1/3).   (4)

Then h = fw(−∂²/∂x² + x), with x = u/w, and the natural unit of length along the step is

y_c = kT/(fw) = 2β̃w²/kT.   (5)

The second form follows on inserting f = (kT)²/(2β̃w³).

The simplest restraint is a rigid wall at x = 0, with the force pressing a single step against it. The ground state ψ obeys ψ″ = (x − z₁)ψ and ψ(0) = 0, so ψ ∝ Ai(x − z₁), where −z₁ is the first zero of the Airy function. Its density p = ψ² satisfies, by direct differentiation,

p‴ = 4(x − z₁)p′ + 2p.

Multiply by x and integrate from 0 to infinity. The left side vanishes, since p(0) = p′(0) = 0, and integration by parts on the right gives −6⟨x⟩ + 4z₁ = 0. Multiplying by x² instead gives −10⟨x²⟩ + 8z₁⟨x⟩ = 0. Hence

⟨x⟩ = 2z₁/3,  ⟨x²⟩ = 8z₁²/15,  variance = (8/15 − 4/9)z₁² = 4z₁²/45.

The rms wandering is 0.697w. A single step against an immobile obstacle already obeys the one-third law. The exponent needs a force proportional to 1/R and an obstacle; the motion of the neighbours changes the numerical factor.

**Many steps that cannot cross**

To count sets of non-crossing paths, form a determinant of single-step weights, which sums over all ways of joining starting points to end points, with the sign of the permutation. If two paths meet, exchange their continuations after the first meeting. The total weight is the same, because all steps have the same energy, but the sign is reversed. All crossing sets cancel in pairs and the non-crossing ones remain. Non-crossing steps are thus described by free fermions with the one-particle operator h.

For a crystal long in the y direction the lowest many-step state dominates. Its orbitals are filled up to energy zero, since a step is added whenever that lowers the free energy. An orbital of energy −fwv is Ai(x + v), so the filled ones have v > 0.

As a check on this reduction, take three steps on eight sites with J = 1, F = 0.4 and two observation lines 0.7 apart. The full transfer matrix for all three steps and the determinants of single-step orbitals give the same one-line and two-line probabilities for the outermost step, to within 10⁻¹⁰.

Well inside the rounded region, the local wave number q of the highest filled orbital follows from (kT)²q²/(2β̃) = −fu, or q = √(−u)/w^(3/2). Free fermions in one dimension have density q/π, so

ρ(u) = √(−u)/(πw^(3/2)),

and the number of steps within depth d of the edge is

n(d) = ∫₀^d √t dt/(πw^(3/2)) = (2/3π)(d/w)^(3/2).   (6)

Each step lowers the surface by one layer, so this is also the rounded profile, with its power three halves. Setting n = 1 gives d = (3π/2)^(2/3) w = 2.81w. The first step needs a depth of order w because the density vanishes at the edge.

**The distribution of the outermost step**

The outermost step lies below xw = sw if all steps do. For N fermions in orthonormal orbitals φᵢ, integrate the squared determinant, divided by N!, over all positions below s. Expanding both determinants and integrating position by position leaves the determinant of the overlaps ∫φᵢφⱼdx taken below s. Each overlap is δᵢⱼ minus the part above s. For the Airy orbitals this gives

P(s) = det(1 − G),  G(v,v′) = ∫ₛ^∞ Ai(x + v)Ai(x + v′) dx,  v, v′ > 0.   (7)

Evaluated numerically, (7) has mean −1.7711 and variance 0.8132. The result for contact repulsion is

u_rms = 0.9018 [(kT)²R/(2β̃β)]^(1/3).   (8)

On average the step sits 1.77w outside the mean-field edge. Its rms wandering is larger than the 0.697w found against a rigid wall.

A lattice crystal tests both the exponent and the factor. With J = 1 and F = 1/ℓ, the local energy Fn − 2 cos q can vanish for |n| < 2ℓ. The rounded region is therefore 4ℓ sites wide, and ℓ measures the crystal size. Equation (4) becomes w = (J/F)^(1/3) = ℓ^(1/3) sites. For ℓ = 50 and 400 the computed rms values are 3.291 and 6.629 sites. Their ratio corresponds to an exponent

ln(6.629/3.291)/ln 8 = 0.337.

Both values lie within 1% of (8). At ℓ = 400, the mean number of steps within 10w of the edge is 6.65, against 6.71 from (6).

**Where the one-half law survives**

Now compare two points of the same step, a distance y = τy_c apart. The probability that the outermost step is below s₁ at one and below s₂ at the other is again a determinant over filled orbitals. Its elements are

M(v,v′) = exp[−τ(v + v′)/2] ⟨v|P₁ exp[−τ(−∂²/∂x² + x)] P₂|v′⟩,

where P₁ and P₂ keep positions below s₁ and s₂. The prefactor removes the ground-state decay between the two points. From this joint distribution follows the mean square difference D(y).

At short distance the typical gap to the next step, of order w, has not been crossed, and (1) applies:

D ≈ kT y/β̃ = 2τw²,  y ≪ y_c.

At large distance the two positions become independent, and D tends to twice the variance, 1.626w². Between these limits the calculation gives

D = 0.095w² at y = 0.05y_c,
D = 1.02w² at y = y_c,
D = 1.46w² at y = 3y_c.

The free law would give 0.10, 2 and 6. The first value is 5% below free wandering, the second about half of it, the third about a quarter.

A separate calculation used the largest eigenvalues of correlated random Hermitian matrices, which move like non-crossing steps in a parabolic well. With 2500 pairs of 40 × 40 matrices it gave 1.03 and 1.53 at the last two distances. These lie 1% and 5% above the determinant values; sampling error and finite matrix size both contribute and were not separated.

**Why an interior step behaves differently**

Neighbours alone do not produce the one-third law. Consider the centre of the lattice crystal, where the density is one half. For free fermions with correlation kernel K, the variance of the number of steps on one side of a line is the sum of K(n,m)² over n on that side and m on the other. With locally uniform density, K = sin[q(n − m)]/[π(n − m)], and r pairs have separation r. Hence

Var N ≈ Σ r sin²(qr)/(π²r²) ≈ (1/2π²) Σ 1/r,

where sin² has been replaced by its average of one half. The sum is cut off at a distance proportional to the crystal size, so Var N grows as ln ℓ/(2π²). From ℓ = 50 to 400 the predicted growth is ln 8/(2π²) = 0.105, and the lattice gives 0.107.

A count error δN shifts a step by roughly δN divided by the density. At ℓ = 400 the computed variance of 0.489 thus suggests about √0.489/0.5 = 1.4 sites. This estimate runs slightly high, because the count also scatters from being a whole number; the position of a central step itself has an rms of 1.3 sites, against 6.6 sites for the outermost step. Interior steps are caged on both sides at a spacing that does not depend on crystal size. The outermost step has neighbours on one side, and the room it has grows with the crystal.

**The round facet**

On a round facet the steps are closed loops. An extra layer of radius r costs 2πrβ − πr²f_t, where f_t is the outward force per length. Setting this to zero at r = R gives f_t = 2β/R, twice the ridge value. Part of it is carried by line tension. Near one point of the edge write u = y²/(2R) + η. The cross term in the elastic energy is ∫ β̃(y/R)η′ dy, which becomes −∫ (β̃/R)η dy. The net force on η is then

f_t − β̃/R = 2β/R − β/R = β/R

for an isotropic step, for which β̃ = β. This is (2) again, so (4) to (8) hold locally for the wandering about the curved mean edge. Over the length y_c the edge bends by

y_c²/(2R) = 2β̃²w⁴/[(kT)²R] = wβ̃/β = w.

The length y_c, at which the neighbours already restrain the wandering strongly, is thus also the one over which the circle departs from its tangent by w. In analysing an image, the mean curve must be subtracted before distances of order y_c are compared.

**Numbers for a small metal crystal**

Take T = 400 K, so kT = 0.03447 eV, and β = β̃ = 0.30 eV/nm. For R = 250 nm,

f = 0.30/250 = 1.2 × 10⁻³ eV/nm²,
w = [0.03447²/(2 × 0.30 × 1.2 × 10⁻³)]^(1/3) = 1.18 nm,
y_c = 2 × 0.30 × 1.18²/0.03447 = 24 nm,
u_rms = 0.902 × 1.182 = 1.07 nm (10.7 Å).

With material and temperature held fixed, R = 2000 nm gives w = 2.36 nm, y_c = 97 nm and u_rms = 2.13 nm (21.3 Å). Eight times the size doubles the wandering.

Two far points on the smaller facet's edge differ by √2 × 1.07 = 1.51 nm rms. A free step of length 250 nm would give √(0.03447 × 250/0.30) = 5.36 nm. Reading the first number with the free formula overestimates the stiffness by (5.36/1.51)² ≈ 13, the factor quoted at the start. For the larger facet the values are 3.01 and 15.2 nm, and the factor is about 25.

The free formula needs y ≪ y_c. On the smaller facet, 0.05y_c is 1.2 nm, between three and four atomic spacings of 0.35 nm along the step, and the rms difference there is √0.095 × 1.18 = 0.36 nm, about one row spacing of 0.30 nm. The error of the free formula grows steadily with distance: it overestimates the stiffness by about 5% at 1.2 nm, 10% at 2.4 nm and 20% at 4.9 nm, and by a factor of two at y_c. For larger separations one can use the saturated wandering and (8), which gives the product β̃β rather than β̃ alone. This assumes an equilibrium facet and contact repulsion only. Because the inferred product varies as the inverse cube of the wandering, an elastic repulsion of the strength tried below would make it come out about 30% too small.

These parameters are rough values in the regime of lead crystallites with (111) facets, well below lead's melting point near 600 K. Setting β = β̃ treats the step as isotropic; on a real (111) facet both depend on direction and need not be equal, so the numbers give scales only. Raising both step energies by 30% lowers the wandering by 16%. The row spacing is 0.25w on the smaller facet. In the lattice crystal with ℓ = 50 the site spacing is similar, 0.27w, and the rms wandering there is within 1% of the continuum result. On the scale of y_c the thermal slope w/y_c is 0.05, small enough for the quadratic energy; over a few atomic spacings the slope is larger, about 0.3, and the quadratic form is only approximate.

Real steps also repel elastically, with energy A/d² per length at separation d. Since A/w² scales with w just as (kT)²/(β̃w²) does, the balance with fw keeps its exponent and changes its factor. For A = 0.0079 eV nm, chosen so that Aβ̃/(kT)² = 2, sampling with a finite number of steps gives a wandering about 1.12 times that of (8), and the limiting edge distribution for this strength gives 1.13.

A real crystallite can easily break the assumption of free exchange of layers. The cost 2πrβ − πr²f_t is largest at r = R/2, where it equals πβR/2, or 118 eV for the smaller facet. That is thousands of times kT, so a new layer does not nucleate thermally, and the facet may stay at a radius that is not the equilibrium one. The outermost step then feels a net force different from β/R. Because w ∝ f^(−1/3), a force twice as large would reduce the wandering by 21%. The one-third law across a set of crystals therefore requires that the net force scale as 1/R throughout the set, and that the edge be observed long enough to sample its equilibrium shapes. The main calculated values are collected in the numerical output.

Numbers as computed

```
temperature                          400 K
kT                                   0.03447 eV
step free energy (rough)             0.30 eV/nm
step stiffness (rough)               0.30 eV/nm
row spacing (rough)                  0.30 nm
--- facet half-width R               250 nm
net force per length on a step       1.200e-03 eV/nm^2
width scale w                        1.182 nm
length scale y_c                     24.3 nm
rms wandering of outermost step      1.066 nm
mean setback from mean-field edge    2.09 nm
mean gap to second step (sampled)    2.3 nm
rms difference, far points           1.51 nm
rms difference, free step, length R  5.36 nm
bend of round edge over y_c          1.182 nm
row spacing / w                      0.254
thermal slope w / y_c                0.0486
barrier to nucleate a new layer      118 eV
--- facet half-width R               2000 nm
net force per length on a step       1.500e-04 eV/nm^2
width scale w                        2.363 nm
length scale y_c                     97.2 nm
rms wandering of outermost step      2.131 nm
mean setback from mean-field edge    4.19 nm
mean gap to second step (sampled)    4.6 nm
rms difference, far points           3.01 nm
rms difference, free step, length R  15.16 nm
bend of round edge over y_c          2.363 nm
row spacing / w                      0.127
thermal slope w / y_c                0.0243
barrier to nucleate a new layer      942 eV
--- general results
rms ratio of the two facets          2.000
rms change, both energies +30%       -16 %
mean position / w                    -1.7711
variance / w^2                       0.8132
rms / w                              0.9018
depth holding one step / w           2.811
mean sq. difference / w^2, y=0.05 y_c 0.0950
mean sq. difference / w^2, y=1.00 y_c 1.0199
mean sq. difference / w^2, y=3.00 y_c 1.4612
same from matrices, y=1 y_c, 3 y_c   1.03, 1.53
lattice rms, ell=50 and 400          3.291, 6.629 sites
lattice exponent, outermost step     0.3368
exponent, one step on rigid wall     0.3345
rms / w, one step on rigid wall      0.6971
steps within 10 w: lattice, law      6.649, 6.711
interior count variance, 50 and 400  0.3818, 0.4891
its growth: lattice, log law         0.1073, 0.1053
isolated variance L=200: F=0, 0.002  99.87, 100.54 sites^2
isolated mean shift L=200, F=0.002   -20.04 sites
elastic amplitude A tried            0.0079 eV nm
rms with / without that repulsion    1.12
```
